\section*{Pressure and Lattice-Constant Corrections from the Missing Plasmon in Periodic Cells}

\section*{Problem}

A diffusion Monte Carlo calculation of a cubic metal uses a cubic simulation cell of side $L$ and volume $\Omega=L^3$ containing $N$ mobile valence electrons. The electrons interact through the Ewald interaction, and twist averaging has removed the one-particle shell effects. Hartree atomic units are used, and
\begin{equation}
\omega_p=\sqrt{\frac{4\pi N}{\Omega}} .
\end{equation}
Assume that at long wavelength one plasmon of frequency $\omega_p$ exhausts the density fluctuations, and that the structure factor at the wave vectors of the cell equals that of the infinite system. A correction $\Delta X=X_\infty-X_N$ is the amount to be \emph{added} to the result for the cell; energies are per simulation cell.

\begin{enumerate}
\item[(a)] Find the leading corrections $\Delta V$, $\Delta T$ and $\Delta E$ to the potential, kinetic and total energy.
\item[(b)] Find the pressure correction $\Delta P$. State what is held fixed, and check the result with the virial theorem.
\item[(c)] The uncorrected equation of state has zero pressure at lattice constant $a$, where its bulk modulus is $B$ and $B'=dB/dP$. Find the shift $\delta a$ to first order in $p=\Delta P/B$, and then its next order.
\item[(d)] Evaluate the shift for a model fcc metal with $a=8$ bohr, three valence electrons per atom, $B=100$ GPa and $B'=4$, in cells of $2\times2\times2$ and $4\times4\times4$ conventional cubes.
\item[(e)] Use the random-phase approximation (RPA) for jellium to find how the first neglected term depends on $N$, and judge the estimate in (d).
\end{enumerate}

\section*{Solution}

\subsection*{(a) The energy missing from the cell}

Let $\rho_{\mathbf k}=\sum_j e^{-i\mathbf k\cdot\mathbf r_j}$, and let $NS(k)$ be the mean square fluctuation of $\rho_{\mathbf k}$. The energy of the mean density is a sum over reciprocal vectors of the crystal itself. We take the mean density to be the same in the cell as in the infinite crystal; this energy then has no size error, and the error lies in the fluctuation part. For the cell this part is
\begin{equation}
V_N=\frac N2\left\{\frac1\Omega\sum_{\mathbf G\ne0}\frac{4\pi}{G^2}\,[S(G)-1]+v_M\right\},
\end{equation}
where $v_M$ is the potential at an electron due to its own periodic images and their neutralizing background. With a convergence factor $e^{-\eta k^2}$, $\eta\to0^+$,
\begin{equation}
v_M=\frac1\Omega\sum_{\mathbf G\ne0}\frac{4\pi}{G^2}e^{-\eta G^2}
-\int\!\frac{d^3k}{(2\pi)^3}\frac{4\pi}{k^2}e^{-\eta k^2}.
\end{equation}
The infinite system has $V_\infty=\frac N2\int\frac{d^3k}{(2\pi)^3}\frac{4\pi}{k^2}[S(k)-1]$. On subtraction the terms coming from $-1$ cancel against $v_M$:
\begin{equation}
\Delta V=\frac N2\left\{\int\!\frac{d^3k}{(2\pi)^3}f(k)-\frac1\Omega\sum_{\mathbf G\neq0}f(G)\right\},\qquad f(k)=\frac{4\pi S(k)}{k^2},
\end{equation}
with the convergence factor understood. The sum is a quadrature of the integral on a grid that lacks the point $\mathbf k=0$. If $f$ tends to the same finite limit there from every direction, the leading error is the absent term:
\begin{equation}
\Delta V=\frac{N}{2\Omega}\lim_{k\to0}\frac{4\pi S(k)}{k^2}. \label{missing}
\end{equation}

The limit follows from the f-sum rule. The interaction and a local external potential commute with $\rho_{\mathbf k}$, so only the kinetic energy enters the double commutator. Each electron contributes
\begin{equation}
\tfrac12(\mathbf p+\mathbf k)^2+\tfrac12(\mathbf p-\mathbf k)^2-p^2=k^2 .
\end{equation}
The ground-state average of the double commutator is also $2\sum_n\omega_n|\langle n|\rho_{\mathbf k}|0\rangle|^2$, since $\mathbf k$ and $-\mathbf k$ contribute equally. Hence
\begin{equation}
\sum_n\omega_n|\langle n|\rho_{\mathbf k}|0\rangle|^2=\frac{Nk^2}{2}.
\end{equation}
If one plasmon carries all the weight, the left side is $\omega_pNS(k)$, and $S(k)\to k^2/(2\omega_p)$. Inserting this in (\ref{missing}) and using $4\pi N/\Omega=\omega_p^2$,
\begin{equation}
\Delta V=\frac{N}{2\Omega}\,\frac{4\pi}{2\omega_p}=\frac{\omega_p^2}{4\omega_p}=\frac{\omega_p}{4}.
\end{equation}

For the total energy, multiply the electron--electron interaction by $\lambda$ at fixed density. Then $\partial E_\lambda/\partial\lambda=\langle V\rangle_\lambda$, where $V$ is the interaction at unit strength. We now assume that one plasmon exhausts the weight at every $\lambda$, not only at $\lambda=1$. This holds for jellium. In a crystal it fails at weak coupling, where the plasmon falls below the interband energies, so $\Delta E$ is less accurate than $\Delta V$: in an oscillator model with 30\% of the weight at $0.1\,\omega_p$, $\Delta V$ is lowered by 0.1\% and $\Delta E$ by 1.5\%. The plasma frequency becomes $\sqrt\lambda\,\omega_p$, so at any fixed $\lambda>0$ the correction to $\langle V\rangle_\lambda$ in a large enough cell is $(N/2\Omega)\,4\pi/(2\sqrt\lambda\,\omega_p)=\omega_p/(4\sqrt\lambda)$. In a finite cell this form fails at weak coupling, where $\sqrt\lambda\,\omega_p$ is no longer large compared with $2\pi/L$ times the Fermi velocity. That range of $\lambda$ shrinks as $1/L^2$ and its contribution to the integral below as $1/L$, so the leading term is unaffected. At $\lambda=0$ twist averaging leaves no error at this order. Therefore
\begin{equation}
\Delta E=\int_0^1\!d\lambda\,\frac{\omega_p}{4\sqrt\lambda}=\frac{\omega_p}{2},
\qquad
\Delta T=\Delta E-\Delta V=\frac{\omega_p}{4}.
\end{equation}
The cell lacks the zero-point energy of one oscillator, shared equally between kinetic and potential energy.

\subsection*{(b) The pressure}

Pressure is the response to compressing a cell with a given number of particles, so $N$ is held fixed and the density changes. From $\omega_p=(4\pi N)^{1/2}\Omega^{-1/2}$,
\begin{equation}
\left(\frac{\partial\omega_p}{\partial\Omega}\right)_N=-\frac12(4\pi N)^{1/2}\Omega^{-3/2}=-\frac{\omega_p}{2\Omega},
\end{equation}
and therefore
\begin{equation}
\boxed{\;\Delta P=-\left(\frac{\partial\Delta E}{\partial\Omega}\right)_N
=-\frac12\left(-\frac{\omega_p}{2\Omega}\right)=\frac{\omega_p}{4\Omega}\;} \label{dp}
\end{equation}
The two minus signs make $\Delta P$ positive: compression raises the missing zero-point energy. If the density were held fixed, $\omega_p$ would not change at all; that variation adds electrons along with volume and is not a compression. Energies per electron give the same pressure, because $-\partial(E/N)/\partial(\Omega/N)=-\partial E/\partial\Omega$ at fixed $N$.

For the virial check take jellium. In coordinates scaled by $L$, the kinetic energy is proportional to $L^{-2}$ and the Coulomb energy to $L^{-1}$. The Hellmann--Feynman theorem gives $-L\,dE/dL=2T+V$, and $L\,d/dL=3\Omega\,d/d\Omega$, so $3P\Omega=2T+V$. This holds for each cell size, hence also for the corrections:
\begin{equation}
3\Omega\,\Delta P=2\Delta T+\Delta V=\frac{\omega_p}{2}+\frac{\omega_p}{4}=\frac{3\omega_p}{4}, \label{virial}
\end{equation}
in agreement with (\ref{dp}).

At fixed density $\omega_p$ is constant, so $\Delta P\propto1/\Omega\propto1/N$. The energy correction per cell does not fall with size, but the pressure correction does.

\subsection*{(c) The lattice constant}

Let $\Omega_0$ be the cell volume at which the uncorrected pressure vanishes, and $s=(\Omega-\Omega_0)/\Omega_0$. Near $s=0$, $P_N\simeq-Bs$. The corrected equilibrium obeys $P_N+\Delta P=0$, so $s=\Delta P/B=p$. Since $\Omega\propto a^3$, $s\simeq3\,\delta a/a$, and
\begin{equation}
\frac{\delta a}{a}\simeq\frac{\Delta P}{3B}=\frac{\omega_p}{12B\Omega}. \label{da}
\end{equation}
The shift is positive: the uncorrected cell has too little pressure and too small a lattice constant. Here $\Omega$ is the volume of the simulation cell, not of the primitive cell.

For the next order, write the bulk modulus along the uncorrected curve as $-(1+s)\,dP_N/ds=B+B'P_N$. Differentiating once at $s=0$ gives $-P_N'-P_N''=B'P_N'$, where primes on $P_N$ denote $d/ds$. With $P_N'=-B$ this yields $P_N''=(B'+1)B$, so
\begin{equation}
P_N=B\left[-s+\tfrac12(B'+1)s^2\right]+O(s^3).
\end{equation}
The correction also varies with volume. By (\ref{dp}) it is proportional to $\Omega^{-3/2}$, so it equals $pB(1-\tfrac32s)$ to the order needed. The equilibrium condition is
\begin{equation}
-s+\tfrac12(B'+1)s^2+p-\tfrac32ps=0 .
\end{equation}
Put $s=p+cp^2$. The terms in $p^2$ give $-c+\frac12(B'+1)-\frac32=0$, so $c=\frac12(B'-2)$. Then $(1+s)^{1/3}-1=\frac s3-\frac{s^2}9$ leads to
\begin{align}
\frac{\delta a}{a}&=\frac p3+p^2\left(\frac{B'-2}{6}-\frac19\right)\notag\\
&=\frac p3\left[1+\frac{3B'-8}{6}\,p\right]+O(p^3). \label{second}
\end{align}

The bulk modulus changes too. At fixed volume $\Delta B=-\Omega\,\partial\Delta P/\partial\Omega=\frac32\Delta P$. At the new equilibrium the uncorrected curve has $P_N=-\Delta P$ and modulus $B-B'\Delta P$, so the corrected modulus there is $B-(B'-\frac32)\Delta P$ to first order. For $B'=4$ the expansion of the lattice outweighs the direct stiffening.

\subsection*{(d) Numbers for the model metal}

An fcc conventional cube contains four atoms and hence 12 valence electrons. The density is $12/8^3=0.02344$ bohr$^{-3}$, which gives $\omega_p=0.5427$ hartree and $\Delta E=0.2714$ hartree per cell.

The $2\times2\times2$ cell has 32 atoms, $N=96$ and $\Omega=16^3=4096$ bohr$^3$. Then
\begin{equation}
\Delta P=\frac{0.5427}{4\times4096}=3.312\times10^{-5}\ \text{hartree/bohr}^3=0.97\ \text{GPa},
\end{equation}
where 1 hartree/bohr$^3$ is 29421 GPa. From (\ref{da}),
\begin{equation}
\frac{\delta a}{a}=\frac{0.9745}{3\times100}=0.325\%,\qquad
\delta a=0.026\ \text{bohr}=0.014\ \text{\AA}.
\end{equation}
With $p=0.0097$, the bracket in (\ref{second}) is $1+\frac23(0.0097)=1.0065$, and the relative shift becomes $0.327\%$. Direct minimization of a Birch--Murnaghan energy plus $\omega_p/2$ also gives $0.327\%$. Linearization is therefore a minor source of error here.

The $4\times4\times4$ cell has 256 atoms and $N=768$. Its volume is eight times larger at the same density, so $\Delta P=0.12$ GPa, $\delta a/a=0.041\%$ and $\delta a=0.00325$ bohr.

\subsection*{(e) The first neglected term}

Let $v=4\pi/k^2$, and let $\chi_0$ be the response of non-interacting electrons at imaginary frequency $i\omega$. In the RPA the response at strength $\lambda$ is $\chi_0/(1-\lambda v\chi_0)$, and the fluctuation--dissipation theorem gives
\begin{equation}
\frac{N}{\Omega}S_\lambda(k)=\frac1\pi\int_0^\infty\!d\omega\,\frac{-\chi_0}{1-\lambda v\chi_0}.
\end{equation}
Integrating over $\lambda$ gives the energy that the interaction adds to one mode, with the kinetic part included and the self-term not yet removed:
\begin{equation}
e(k)=\frac v2\int_0^1\!d\lambda\,\frac N\Omega S_\lambda(k)=\int_0^\infty\!\frac{d\omega}{2\pi}\ln(1-v\chi_0).
\end{equation}
Let $v_F$ be the Fermi velocity and $x=\omega/(kv_F)$. At small $k$,
\begin{equation}
-v\chi_0\simeq\frac{3\omega_p^2}{k^2v_F^2}F(x),\qquad
F(x)=1-x\arctan\frac1x=\int_0^1\!\frac{y^2\,dy}{x^2+y^2}.
\end{equation}
For $x\gg1$, $F\to1/(3x^2)$ and $-v\chi_0\to\omega_p^2/\omega^2$. This limiting form alone would give
\begin{equation}
\int_0^\infty\!\frac{d\omega}{2\pi}\ln\!\left(1+\frac{\omega_p^2}{\omega^2}\right)=\frac{\omega_p}{2},
\end{equation}
the plasmon zero-point energy found in (a). Subtracting it from $e(k)$, and noting that both logarithms have large arguments when $x$ is of order one, leaves
\begin{equation}
e(k)\simeq\frac{\omega_p}{2}-c\,v_Fk,\qquad
c=-\frac1{2\pi}\int_0^\infty\!dx\,\ln\left[3x^2F(x)\right].
\end{equation}
The integral form of $F$ shows that $3x^2F<1$, so $c>0$.

The term linear in $|\mathbf k|$ is not smooth at the origin, so the grid sum does not integrate it accurately even after the point $\mathbf k=0$ is restored. The Fourier transform of $|\mathbf k|$ is $-1/(\pi^2R^4)$ for $R\ne0$. By Poisson summation over the cell translations $\mathbf R=L\mathbf n$,
\begin{equation}
\Delta E\simeq\frac{\omega_p}{2}-\frac{c\,v_F}{\pi^2L}\sum_{\mathbf n\ne0}\frac1{n^4}.
\end{equation}
At fixed density the new term falls as $1/L\propto N^{-1/3}$ relative to $\omega_p/2$. Its coefficient does not contain $\lambda$, so its derivative with respect to $\lambda$ vanishes and it belongs to the kinetic energy. At fixed $N$ it varies as $v_F/L\propto\Omega^{-2/3}$, so it lowers $\Delta P$ as well. Numerically $c=0.355$ and $\sum_{\mathbf n\ne0}n^{-4}=16.53$, which predicts $\Delta T/(\omega_p/4)=0.757$, $0.879$ and $0.939$ for the three cells below. The mode energy is also non-analytic at $k=2k_F$. This adds a term of the same order $1/L$ that oscillates with $k_FL$ and appears in $\Delta V$; at this density it is about 4\% of the smooth term.

RPA lattice sums for jellium at the density of the model metal, divided by the leading formulas, give:
\begin{center}
\begin{tabular}{rccc}
$N$ & $\Delta V$ & $\Delta T$ & $\Delta P$\\
96 & 0.996 & 0.758 & 0.838\\
768 & 1.002 & 0.879 & 0.920\\
6144 & 1.000 & 0.939 & 0.960
\end{tabular}
\end{center}
These sums use the window $\exp[-(k/2k_F)^2]$, which damps short wavelengths and with them the oscillating term from $k=2k_F$. The third digit depends on this choice: a window that stays flat through $2k_F$ gives $\Delta V=0.990$, $1.004$, $1.001$ and $\Delta P=0.836$, $0.921$, $0.960$. The potential share is close to its limit already at $N=96$, while the kinetic share approaches it slowly, as derived. The rows obey (\ref{virial}): for $N=96$, $(2\times0.758+0.996)/3=0.837$, equal to the tabulated value within rounding. Between the last two rows $L$ doubles and the pressure deficit falls by a factor 1.99, as a $1/L$ term requires. Extrapolation on that basis brings all the ratios to within 0.1\% of one. With the flat window the factor is 1.97 and the extrapolated ratios lie within 0.3\% of one.

For the 32-atom cell the leading formula thus exceeds the RPA pressure correction by 0.16 of the leading value. Using the RPA pressure in (\ref{da}) reduces $\delta a$ from 0.026 to 0.022 bohr. This change is much larger than the second-order term in (\ref{second}), so for this cell a better $\Delta P$ matters more than a better expansion in $p$.

The RPA figure is itself a jellium estimate: it omits the crystal potential and correlation beyond the RPA. It also assumes that twist averaging gives the free-electron energy exactly. If $N$ is held fixed at every twist, a positive bias in the kinetic energy remains, which lowers $\Delta P$ further and is not included in the table. For free electrons at this density it is 0.013 hartree per cell for $N=96$ and 0.017 hartree for $N=768$. It lowers $\Delta P$ by 0.07 and 0.08 of the leading value, which for $N=768$ is as large as the RPA deficit, and it brings $\delta a$ for the 32-atom cell to 0.020 bohr. In a crystal, interband transitions can take part of the sum-rule weight, and one plasmon no longer exhausts $S(k)$. The static density response is $\chi(k,0)=-(2/\Omega)\sum_n|\langle n|\rho_{\mathbf k}|0\rangle|^2/\omega_n$, and the macroscopic dielectric constant obeys $1/\epsilon=1+v\chi(k,0)$ at small $k$. For a metal, perfect screening means $1/\epsilon\to0$, so $\chi\to-k^2/4\pi$; with $\Omega/4\pi=N/\omega_p^2$ this fixes $\sum_n|\langle n|\rho_{\mathbf k}|0\rangle|^2/\omega_n=Nk^2/(2\omega_p^2)$ at small $k$. The Cauchy--Schwarz inequality, applied to this sum and the f-sum rule, then gives
\begin{equation}
S(k)\le\frac{k^2}{2\omega_p},
\end{equation}
so $\omega_p/4$ is an upper bound on the leading $\Delta V$ when the crystal potential is local; a nonlocal pseudopotential changes the f-sum rule and with it the bound. In an insulator the screening is incomplete: the same sum is $(1-1/\epsilon)\,Nk^2/(2\omega_p^2)$, and the inequality tightens to $S(k)\le\sqrt{1-1/\epsilon}\;k^2/(2\omega_p)$, so the value $k^2/(2\omega_p)$ cannot be reached. In an insulator, and also in a metal whose interband transitions carry appreciable weight, the small-$k$ coefficient of $S(k)$ must be found separately, together with its dependence on the interaction strength $\lambda$ (which is needed to pass from $\Delta V$ to $\Delta E$) and on volume, before an accurate pressure correction can be obtained. The full set of values is in the numerical output below.

\section*{Numbers as computed}
\begin{verbatim}
lattice constant a            = 8.00 bohr
valence electrons per atom    = 3
bulk modulus B                = 100.0 GPa
bulk modulus B                = 3.398931e-03 hartree/bohr^3
dB/dP                         = 4.0
1 hartree/bohr^3              = 29421.02 GPa
electron density              = 0.0234375 bohr^-3
density parameter r_s         = 2.1677 bohr
plasma frequency omega_p      = 0.54270 hartree
energy correction omega_p/2   = 0.27135 hartree per cell
-- cell 2x2x2: atoms 32, electrons 96
cell volume                   = 4096.0 bohr^3
energy correction/electron    = 0.002827 hartree
pressure correction           = 3.3124e-05 hartree/bohr^3
pressure correction           = 0.9745 GPa
p = pressure correction / B   = 0.009745
relative shift, linear        = 0.3248 percent
relative shift, second order  = 0.3270 percent
relative shift, minimized     = 0.3270 percent
lattice shift, linear         = 0.02599 bohr
lattice shift, linear         = 0.01375 angstrom
bulk modulus correction       = 1.4618 GPa
-- cell 4x4x4: atoms 256, electrons 768
cell volume                   = 32768.0 bohr^3
energy correction/electron    = 0.000353 hartree
pressure correction           = 4.1405e-06 hartree/bohr^3
pressure correction           = 0.1218 GPa
p = pressure correction / B   = 0.001218
relative shift, linear        = 0.0406 percent
relative shift, second order  = 0.0406 percent
relative shift, minimized     = 0.0406 percent
lattice shift, linear         = 0.00325 bohr
lattice shift, linear         = 0.00172 angstrom
bulk modulus correction       = 0.1827 GPa
second-order coefficient      = 0.6671 (from minimization)
-- jellium RPA, same density, ratios to the leading formulas
N=   96: energy 0.8770 potential 0.9957 kinetic 0.7583 pressure 0.8375
N=  768: energy 0.9403 potential 1.0015 kinetic 0.8791 pressure 0.9200
N= 6144: energy 0.9699 potential 1.0004 kinetic 0.9394 pressure 0.9598
N->inf : energy 0.9996 potential 0.9994 kinetic 0.9998 pressure 0.9997
pressure deficit N=768/N=6144 = 1.992
S(k)*2*omega_p/k^2, k=0.02 kf = 0.99975
N=96 shift with RPA pressure  = 0.02177 bohr
\end{verbatim}
